# Surface modes and transmission of a topological-insulator wire with axial flux

A straight topological-insulator wire of radius $R$ lies along $z$ in a uniform axial magnetic field $B$. Its electrons have charge $-e$. The bulk is described by the isotropic Dirac model

$$H=v\,\tau_x\,\boldsymbol\sigma\cdot\boldsymbol\pi+m(r)\,\tau_z,\qquad \boldsymbol\pi=\mathbf p+e\mathbf A,\qquad m(r)=M\tanh\frac{r-R}{\xi},\qquad \xi=\frac{\hbar v}{M}.$$

Here $\boldsymbol\sigma$ acts on spin, $\boldsymbol\tau$ acts on two orbitals, and $M>0$. The mass is negative inside the wire and positive outside. We take $\xi\ll R$, energies inside the bulk gap, and no Zeeman coupling. The flux through radius $R$ is $\Phi=\pi R^2B$, and $\eta=\Phi/\Phi_0$ with $\Phi_0=h/e$. Since $A_\varphi=Br/2$, we have $eA_\varphi/\hbar=\eta r/R^2$.

## (a) Rotate the spin axes with the surface

**Write $H$ in a spin frame that follows the surface normal. What boundary condition does the wavefunction obey there?**

With $\sigma_r=\sigma_x\cos\varphi+\sigma_y\sin\varphi$ and $\sigma_\varphi=-\sigma_x\sin\varphi+\sigma_y\cos\varphi$,

$$\boldsymbol\sigma\cdot\boldsymbol\pi=\hbar\left[-i\sigma_r\partial_r+\frac{\sigma_\varphi}{r}\left(-i\partial_\varphi+\frac{\eta r^2}{R^2}\right)-i\sigma_z\partial_z\right].$$

Set $\psi=U\psi'$ with $U=e^{-i\varphi\sigma_z/2}$, which rotates spin by $\varphi$ about $z$. Then

$$U^\dagger\sigma_rU=\sigma_x,\qquad U^\dagger\sigma_\varphi U=\sigma_y,\qquad U^\dagger(-i\partial_\varphi)U=-i\partial_\varphi-\tfrac12\sigma_z .$$

The extra term is $-\sigma_y\sigma_z/(2r)=-i\sigma_x/(2r)$, because $\sigma_y\sigma_z=i\sigma_x$. It joins the radial derivative:

$$H'=\hbar v\,\tau_x\left[-i\sigma_x\left(\partial_r+\frac1{2r}\right)+\sigma_y\left(\frac{-i\partial_\varphi}{r}+\frac{\eta r}{R^2}\right)-i\sigma_z\partial_z\right]+m\tau_z .$$

The original $\psi$ is single-valued, but $U(\varphi+2\pi)=-U(\varphi)$. Hence $\psi'(\varphi+2\pi)=-\psi'(\varphi)$, and the angular factors are $e^{ij\varphi}$ with $j=\pm\frac12,\pm\frac32,\dots$

The total angular momentum $J_z=-i\hbar\partial_\varphi+\hbar\sigma_z/2$ becomes $U^\dagger J_zU=-i\hbar\partial_\varphi$, so $j$ is its eigenvalue in units of $\hbar$. That $j$ is half-integer holds for any spin-½ particle with axial symmetry. What remains to be found is how the energy depends on $j$.

## (b) Project onto the surface

**Find the states bound to the mass wall and the Hamiltonian that acts on them.**

For a state $e^{ij\varphi+ikz}$ the azimuthal term is $\sigma_yW(r)$ with $W=j/r+\eta r/R^2$. First drop $W$ and $k$, and seek a zero-energy state $\psi'=r^{-1/2}g(r)\chi$. The factor $r^{-1/2}$ cancels the $1/(2r)$ term, leaving

$$-i\hbar v\,\tau_x\sigma_x\,g'\chi+m\tau_z\,g\chi=0 .$$

Multiply by $i\tau_x\sigma_x$ and use $\tau_x\tau_z=-i\tau_y$:

$$\hbar v\,g'\chi+m\,\Gamma g\chi=0,\qquad \Gamma=\tau_y\sigma_x .$$

For $\Gamma\chi=+\chi$ the solution is $g=\exp(-\int_R^r m\,dr'/\hbar v)=\mathrm{sech}[(r-R)/\xi]$, which decays on both sides. For $\Gamma\chi=-\chi$ it grows on both sides and is rejected. The behaviour at $r=0$ matters only through terms exponentially small in $R/\xi$.

The condition $\Gamma=1$ leaves two spinor states. The matrices

$$s_y=\tau_x\sigma_y,\qquad s_z=\tau_x\sigma_z,\qquad s_x=-is_ys_z=\sigma_x$$

commute with $\Gamma$: for $s_y$ and $s_z$ the exchange gives one minus sign from $\tau$ and one from $\sigma$. They act as Pauli matrices on the two states. The matrices $s_y$ and $s_z$ are not the spin itself: $\sigma_y$ and $\sigma_z$ anticommute with $\Gamma$ and vanish on the surface states, so in this model only the radial component $\sigma_x=s_x$ survives. In a real crystal the relation between $\mathbf s$ and the spin depends on the material and the face. Projection gives

$$H_s=\hbar v\left[\langle W\rangle s_y+k\,s_z\right],\qquad \langle W\rangle=\frac{\int W g^2\,dr}{\int g^2\,dr}.$$

Let $x=r-R$. Since $g^2$ is even in $x$, $\langle r\rangle=R$ and $\langle1/r\rangle\simeq(1+\langle x^2\rangle/R^2)/R$. Thus

$$\langle W\rangle\simeq\frac1R\left[j(1+\delta)+\eta\right],\qquad \delta=\frac{\langle x^2\rangle}{R^2}=\frac{\pi^2}{12}\frac{\xi^2}{R^2}.$$

The last value follows with $u=x/\xi$ from $\int\mathrm{sech}^2u\,du=2$ and, by parts,

$$\int_{-\infty}^{\infty}u^2\mathrm{sech}^2u\,du=4\int_0^\infty u(1-\tanh u)\,du=8\sum_{n\ge1}(-1)^{n-1}\int_0^\infty u\,e^{-2nu}du=2\sum_{n\ge1}\frac{(-1)^{n-1}}{n^2}=\frac{\pi^2}{6}.$$

Virtual transitions to higher radial states, caused by $\delta W=W-\langle W\rangle$, do not alter this order. At $k=0$ the matrix $c=\tau_z\sigma_z=\Gamma s_y$ is conserved, so the perturbation is $\hbar v\,c\,\Gamma\,\delta W$. The radial Hamiltonian anticommutes with $\Gamma$, so its excited states come in pairs $|n\rangle,\Gamma|n\rangle$ with energies $\pm E_n$. Both have the same squared matrix element with the surface state, and their second-order shifts cancel.

To leading order in $\xi/R$, therefore,

$$H_s=\hbar v\left[\frac{s_y}{R}(-i\partial_\varphi+\eta)+s_z(-i\partial_z)\right],\qquad \psi'(\varphi+2\pi)=-\psi'(\varphi).$$

## (c) Berry phase and spectrum

**What phase does a surface spinor acquire when carried around the wire, and what are the bands?**

In the fixed frame the spinor at angle $\varphi$ is $U(\varphi)\chi$. Its Berry connection is

$$i\langle\chi|U^\dagger\partial_\varphi U|\chi\rangle=\tfrac12\langle\chi|\sigma_z|\chi\rangle .$$

Now $\sigma_z$ anticommutes with $\Gamma$, while $\Gamma\chi=\chi$. So $\langle\sigma_z\rangle=\langle\Gamma\sigma_z\Gamma\rangle=-\langle\sigma_z\rangle=0$. The rotating frame is therefore parallel transported, and the whole geometric phase sits in $U(2\pi)=-1$: the Berry phase is $\pi$. A discrete loop of numerically computed spinors gives the same phase for both eigenvalues of $s_y$.

For the bands, square $H_s$. The cross terms vanish because $s_ys_z+s_zs_y=0$:

$$E=\pm\hbar v\sqrt{k^2+\frac{(j+\eta)^2}{R^2}},\qquad j=\pm\tfrac12,\pm\tfrac32,\dots$$

The Berry phase enters as follows. The energy contains $j$ itself, with no spin offset $\pm\frac12$ that would turn it into an integer. If the spin axes stayed fixed while a flat Dirac sheet was rolled up, the same $H_s$ would act on periodic functions, and an integer angular number would give a gapless band at zero flux. Here the zero-flux spectrum has a gap $\hbar v/R$, from $-\hbar v/2R$ to $+\hbar v/2R$. At $\eta=\frac12$ the Aharonov–Bohm phase $2\pi\eta=\pi$ compensates the Berry phase, and the $j=-\frac12$ band becomes $E=\pm\hbar v|k|$.

The $k$ dependence does not rely on a thin surface. In the bulk model $\tau_x\sigma_z$ anticommutes with $\tau_x\sigma_x$, $\tau_x\sigma_y$ and $\tau_z$, so $E^2=E(k{=}0)^2+(\hbar vk)^2$. Finite thickness stretches the level spacing at $k=0$ by the factor $1+\delta$ and moves the flux at which the gap closes. Setting $\langle W\rangle=0$ for $j=-\frac12$ gives $\eta_*\simeq\frac12(1+\delta)$. It is a true crossing, since at $k=0$ the two levels have different $c$.

## (d) Count the modes

**How many right-moving modes are there at energy $E$ when $\eta=0$, $\frac12$ and $\frac14$?**

Let $q=j+\eta$ and $\varepsilon=|E|R/\hbar v$, away from band edges. Each $q$ with $|q|<\varepsilon$ has two real wave numbers $\pm k$, and the velocity $\partial E/\hbar\partial k=\hbar v^2k/E$ makes one of them right-moving. So $N$ is the number of $q$ with $|q|<\varepsilon$.

- At $\eta=0$, $q=\pm\frac12,\pm\frac32,\dots$ come in pairs, so $N=2\lfloor\varepsilon+\frac12\rfloor$ is even.
- At $\eta=\frac12$, $q=0,\pm1,\pm2,\dots$ and the value $q=0$ has no partner, so $N=2\lfloor\varepsilon\rfloor+1$ is odd.
- At $\eta=\frac14$, $|q|=\frac14,\frac34,\frac54,\dots$ occur once each, so $N$ may be even or odd depending on $E$.

## (e) Find the symmetry of the disordered surface

**Add a real scalar potential $V(\varphi,z)$. For which fluxes does $H_s+V$ keep a time-reversal symmetry, and what is its square?**

Let $\Theta=is_yK$, where $K$ is complex conjugation in the standard representation of $s_y,s_z$. It reverses both $s_y$ and $s_z$, and it reverses $-i\partial_\varphi$ and $-i\partial_z$. The derivative terms and $V$ are therefore unchanged, whereas the flux term $\eta s_y$ changes sign:

$$\Theta H_s(\eta)\Theta^{-1}=H_s(-\eta).$$

At $\eta=0$ this is a symmetry. For other fluxes a gauge factor must bring $-\eta$ back to $\eta$:

$$e^{-2i\eta\varphi}(-i\partial_\varphi-\eta)e^{2i\eta\varphi}=-i\partial_\varphi+\eta .$$

The factor preserves the boundary condition if it is single-valued, which requires integer $2\eta$. At $\eta=\frac12$ the symmetry is $\Theta'=e^{-i\varphi}\Theta$. Because $\Theta e^{-i\varphi}=e^{i\varphi}\Theta$,

$$\Theta'^2=e^{-i\varphi}e^{i\varphi}\Theta^2=(is_y)^2=-1 .$$

At $\eta=\frac14$ the construction fails, since $e^{-i\varphi/2}$ changes the boundary condition.

The field does break time reversal in the bulk. The symmetry at $\eta=\frac12$ belongs to the thin surface, where all electrons enclose the same flux. In a layer of finite thickness the enclosed flux varies with $r$, and the symmetry is approximate.

## (f) Consequence for transmission

**The disordered section joins two clean leads with the same $N$. What does the symmetry imply for its transmission?**

Choose flux-normalized incoming modes $|n\rangle$ in both leads. Time reversal flips the current operator $vs_z$, so $\Theta'|n\rangle$ can serve as the outgoing modes. At $\eta=0$ use $\Theta$ instead. A scattering state has asymptotic form

$$\psi=\sum_n\left(a_n|n\rangle+b_n\Theta'|n\rangle\right),\qquad b=Sa .$$

The transformed state solves the same equation at the same energy:

$$\Theta'\psi=\sum_n\left(a_n^*\,\Theta'|n\rangle-b_n^*|n\rangle\right).$$

Its incoming amplitudes are $-b^*$ and its outgoing ones $a^*$, so $a^*=-Sb^*=-SS^*a^*$ for every $a$. Hence $SS^*=-1$. Unitarity gives $S^*=-S^{-1}=-S^\dagger$, and complex conjugation gives $S=-S^T$.

The block for reflection back into one lead, $\mathbf r$, obeys $\mathbf r^T=-\mathbf r$. Therefore

$$\det\mathbf r=\det\mathbf r^T=\det(-\mathbf r)=(-1)^N\det\mathbf r .$$

For odd $N$ this forces $\det\mathbf r=0$, so some incoming combination $a\ne0$ has $\mathbf ra=0$. Current conservation, $\mathbf r^\dagger\mathbf r+\mathbf t^\dagger\mathbf t=1$, then gives $\mathbf t^\dagger\mathbf ta=a$. One transmission eigenvalue equals 1, and the zero-temperature conductance satisfies

$$G=\frac{e^2}{h}\,\mathrm{Tr}\,\mathbf t^\dagger\mathbf t\ \ge\ \frac{e^2}{h}.$$

For even $N$ the determinant gives no constraint. With $N=2$, antisymmetry leaves one entry $\rho$ and its negative, so $\mathbf r^\dagger\mathbf r=|\rho|^2\,\mathbb 1$: the two transmission eigenvalues are equal but may be small.

A simple case shows the mechanism. If $V$ depends on $z$ alone, the $q=0$ mode with $s_z=+1$ obeys $-i\hbar v\,\partial_z\psi=(E-V)\psi$, so

$$\psi(z)=\psi(0)\exp\left[\frac{i}{\hbar v}\int_0^z(E-V)\,dz'\right].$$

The potential changes its phase, not its modulus. When $V$ also depends on $\varphi$, different $q$ mix, and for $N>1$ the transmitted state is in general a combination of open modes.

The result needs phase-coherent transport, no conducting bulk states, and a half-integer $\eta$ along the whole wire. A magnetic term $b\,s_x$, which couples to the radial spin, is odd under $\Theta'$. It anticommutes with the $q=0$ Hamiltonian $\hbar vks_z$ and gives $E^2=(\hbar vk)^2+b^2$, so it opens a gap and removes the protection.

## (g) Put in numbers

**Take $\hbar v=300$ meV nm, $M=300$ meV and $R=20$ nm. Find the scales, check the thin-surface formula, and examine a disordered wire at 19.5 meV.**

These are round model parameters. They give $\xi=300/300=1$ nm and $\hbar v/R=300/20=15$ meV. Half a flux quantum requires

$$B=\frac{h/e}{2\pi R^2}=\frac{4.136\times10^{-15}\ \mathrm{Wb}}{2\pi(20\times10^{-9}\ \mathrm m)^2}=1.65\ \mathrm T .$$

**Levels.** At $\eta=0$, $k=0$, the surface formula gives $15\times\frac12=7.5$ meV for $j=\frac12$. Diagonalizing the bulk radial equation on a 0.02 nm grid gives 7.515 meV, the last digit being at the level of the grid error. The shift relative to the formula is about $2.1\times10^{-3}$, in agreement with $\delta=(\pi^2/12)(1/20)^2=2.06\times10^{-3}$. Doubling $R$ reduces the computed shift by a factor 4.1; most of the excess over the expected 4 is discretization error of the radial grid.

At $\eta=\frac12$ the $j=-\frac12$ level lies at $-0.016$ meV instead of zero. The crossing occurs at $\eta_*=0.5010$, as $\frac12(1+\delta)$ predicts. For $k=0.04$ nm$^{-1}$, $\eta=0.2$ and $j=\frac12$, the formula gives $300\sqrt{0.04^2+(0.7/20)^2}=15.95$ meV, and the bulk calculation agrees within 0.1 %.

**Mode numbers.** At 19.5 meV, $\varepsilon=19.5/15=1.3$. Hence $N=2\lfloor1.8\rfloor=2$ at zero flux and $N=2\lfloor1.3\rfloor+1=3$ at half a flux quantum. Counting the bulk levels gives the same numbers.

**Disorder.** The thin-surface equation was solved for a 300 nm section, divided into 10 nm slices. Each slice has a random potential with a uniform part and terms in $\cos\varphi$ and $\sin\varphi$, of total rms size 25.5 meV. The same twelve samples were used at each flux. At $\eta=0$ and $\frac14$ the transmission varies from sample to sample over most of the interval from 0 to 1, so the means describe these twelve samples only, and their order is not significant.

| $\eta$ | $N$ | largest transmission eigenvalue: range | mean $G$ ($e^2/h$) |
|---|---|---|---|
| 0 | 2 | 0.008 to 0.931 | 0.90 |
| 1/4 | 3 | 0.100 to 0.950 | 0.56 |
| 1/2 | 3 | 1.000 to 1.000 | 1.008 |

At $\eta=0$ the mean conductance is twice the mean largest eigenvalue, $2\times0.450=0.90$, as the pairing for $N=2$ requires. At $\eta=\frac14$ there are three modes, yet none is perfectly transmitted in any sample: an odd number without the symmetry is not enough.

At $\eta=\frac12$ the largest eigenvalue was tested to equal 1 within $10^{-8}$ in every sample. The other two channels together add only 0.008 $e^2/h$ on average, so this wire conducts almost entirely through the protected channel. The lower bound is $e^2/h=38.74$ microsiemens. The numerical output also gives the errors in unitarity and in $\mathbf r^T=-\mathbf r$, both below $10^{-13}$.

## Numbers as computed

```
hbar*v = 300 meV nm, bulk mass = 300 meV
radius R = 20 nm, wall width = 1.0 nm
level spacing hbar*v/R = 15.00 meV
flux quantum h/e = 4.1357e-15 Wb
field for half a flux quantum = 1.646 T
Berry phase/pi, s_y = +1: 1.000000
Berry phase/pi, s_y = -1: 1.000000
k=0 levels with s_y=+1: bulk equation, surface formula (meV)
 eta=0.0 j=-1.5:  -22.5458  -22.5000
 eta=0.0 j=-0.5:   -7.5154   -7.5000
 eta=0.0 j=+0.5:    7.5154    7.5000
 eta=0.0 j=+1.5:   22.5458   22.5000
 eta=0.5 j=-1.5:  -15.0459  -15.0000
 eta=0.5 j=-0.5:   -0.0156    0.0000
 eta=0.5 j=+0.5:   15.0153   15.0000
 eta=0.5 j=+1.5:   30.0459   30.0000
k=0.04 1/nm, eta=0.2, j=+0.5: bulk 15.9547, formula 15.9452 meV
relative level shift, R=20 nm: 2.055e-03
relative level shift, R=40 nm: 4.984e-04
estimate (pi^2/12)(width/R)^2, R=20 nm: 2.056e-03
flux of zero crossing, R=20 nm: 0.50104 h/e
flux of zero crossing, R=40 nm: 0.50026 h/e
modes at 10.0 meV: eta=0: 2, eta=1/2: 1
modes at 19.5 meV: eta=0: 2, eta=1/2: 3
modes at 40.0 meV: eta=0: 6, eta=1/2: 5
disordered length = 300 nm, slice = 10 nm, samples = 12
Fermi energy = 19.5 meV
rms disorder = 25.5 meV
eta=0.00: open modes = 2
  largest transmission eigenvalue: mean 0.449719, min 0.007803, max 0.930918
  conductance (e^2/h): mean 0.8994, min 0.0156
eta=0.25: open modes = 3
  largest transmission eigenvalue: mean 0.516939, min 0.099699, max 0.950293
  conductance (e^2/h): mean 0.5594, min 0.1138
eta=0.50: open modes = 3
  largest transmission eigenvalue: mean 1.000000, min 1.000000, max 1.000000
  conductance (e^2/h): mean 1.0076, min 1.0000
largest unitarity error = 6.2e-14
largest error of r^T = -r at eta=0, 1/2: 5.1e-14
conductance change with more harmonics = 7.3e-08 e^2/h
conductance e^2/h = 38.740 microsiemens
```
